\section*{Quasi-Elastic Acoustic Scattering and the Slow Relaxation of Electron Energy}

\section{Definitions and conventions}

Consider electrons in an isotropic parabolic band, $E=\hbar^2k^2/2m$, at a density low enough for Boltzmann statistics. They scatter from longitudinal acoustic phonons of frequency $\omega=v_sq$, which stay in equilibrium at the lattice temperature $T$ with occupation
\begin{equation}
N_q=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\end{equation}
Two quantities measure the importance of the sound speed $v_s$:
\begin{equation}
s=\frac{mv_s^2}{k_BT},\qquad k_s=\frac{mv_s}{\hbar}.
\end{equation}
The wavevector $k_s$ belongs to an electron moving at the speed of sound. The regime of interest is $s\ll1$ with $E$ of order $k_BT$, so that $k\gg k_s$.

The momentum relaxation rate $1/\tau_m(E)$ is the mean rate at which an electron loses the component of its wavevector along its initial direction, divided by $k$. The density of states is $g(E)\propto\sqrt E$, and $\langle\dots\rangle$ is an average with weight $g(E)e^{-E/k_BT}$, so $\langle E\rangle=\tfrac32k_BT$.

The time that enters the mobility follows from the linearized Boltzmann equation, for quasi-elastic phonon scattering and with collisions among the electrons rare on the scale of $\tau_m$. A weak force $\mathcal F$ along $z$ adds to the equilibrium distribution $f_0\propto e^{-E/k_BT}$ the part $f_1=\mathcal F v_z\tau_mf_0/k_BT$. The mean velocity is then $\mathcal F\langle v^2\tau_m\rangle/3k_BT$. With $v^2=2E/m$ this equals $\mathcal F\tau_\mu/m$, where
\begin{equation}
\tau_\mu=\frac{2\langle E\tau_m\rangle}{3k_BT}=\frac{\langle E\tau_m\rangle}{\langle E\rangle}.
\label{taumu}
\end{equation}

For energy relaxation, suppose that collisions among the electrons keep them in a Maxwellian at a temperature $T_e$ slightly different from $T$. The energy relaxation time $\tau_E$ is defined by
\begin{equation}
\frac{d}{dt}\left(\tfrac32k_BT_e\right)=-\frac{\tfrac32k_B(T_e-T)}{\tau_E}.
\label{taue}
\end{equation}

\section{The estimate}

An electron that scatters almost elastically can change its wavevector by at most about $2k$. The largest phonon energy involved is therefore
\begin{equation}
\hbar\omega_{\max}\approx2\hbar v_sk=2\sqrt{2mv_s^2E},
\qquad
\frac{\hbar\omega_{\max}}{k_BT}\approx2\sqrt{\frac{2sE}{k_BT}} .
\label{wmax}
\end{equation}
For $E\sim k_BT$ this is a fraction of order $\sqrt s$ of the thermal energy. The collision is quasi-elastic, and the phonon modes involved are highly occupied, $N_q\approx k_BT/\hbar\omega\gg1$.

A collision through a large angle removes most of the directed momentum, so momentum relaxes in about one such collision. Energy behaves differently. Because $N_q$ and $N_q+1$ are nearly equal, absorption and emission are nearly equally likely, and the energy performs a random walk with steps of order $\sqrt{mv_s^2k_BT}$. To spread over $k_BT$ it needs a number of steps of order
\begin{equation}
\left(\frac{k_BT}{\sqrt{mv_s^2k_BT}}\right)^2=\frac{k_BT}{mv_s^2}
\end{equation}
If every collision emitted a phonon, a number of order $1/\sqrt s$ would suffice.

The small bias towards emission gives the same answer. The excess of emission, as a fraction of all events at a given $q$, is $1/(2N_q+1)\approx\hbar\omega/2k_BT$. By itself this excess removes an energy of order $(\hbar\omega)^2/k_BT\sim s\,k_BT$ per collision, and again $1/s$ collisions are needed to remove $k_BT$. The slightly wider range of $q$ open to absorption, treated below, adds a gain of the same order, which prevails at low electron energy. What remains is the numerical factor.

\section{Golden-rule rates}

A phonon mode in a crystal of volume $V$ and density $\rho$ has a squared displacement matrix element $\hbar/(2\rho V\omega)$ times $N_q$ for absorption or $N_q+1$ for emission. The squared strain is larger by $q^2$. Write the potential energy of the electron as $C(q)$ times the strain:
\begin{equation}
|M|^2=C(q)^2\,\frac{\hbar q}{2\rho v_sV}\times
\begin{cases}N_q&\text{absorption}\\N_q+1&\text{emission.}\end{cases}
\end{equation}
For deformation-potential coupling $C=\Xi$. In a piezoelectric crystal the strain produces an electric field, and the potential is the field divided by $q$, so $C=F/q$ with a constant $F$. Here $F$ is averaged over directions, and screening by the electrons is neglected.

Let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Absorption leads to $\mathbf k+\mathbf q$ and emission to $\mathbf k-\mathbf q$. Energy conservation, multiplied by $2m/\hbar^2$, reads
\begin{align}
2kqc+q^2&=2k_sq &&\Rightarrow\quad c=\frac{k_s}{k}-\frac{q}{2k}&&\text{(absorption)},\\
-2kqc+q^2&=-2k_sq &&\Rightarrow\quad c=\frac{k_s}{k}+\frac{q}{2k}&&\text{(emission)}.
\end{align}
For $k>k_s$ the condition $|c|\le1$ allows $q\le2(k+k_s)$ in absorption and $q\le2(k-k_s)$ in emission.

The energy changes with $c$ at the rate $\hbar^2kq/m$ in magnitude, so the integral of the energy delta function over $c$ is $m/(\hbar^2kq)$. Each process has the rate
\begin{equation}
\frac{V}{8\pi^3}\int2\pi q^2dq\;\frac{2\pi}{\hbar}\,\frac{C^2\hbar q}{2\rho v_sV}\,n\,\frac{m}{\hbar^2kq}
=A\int C^2q^2\,n\,dq,\qquad A=\frac{m}{4\pi\rho v_s\hbar^2k},
\label{rate}
\end{equation}
with $n=N_q$ or $N_q+1$.

\section{Equipartition and momentum relaxation}

With $y=\hbar\omega/k_BT$, the expansion $e^y-1=y(1+y/2+y^2/6+\dots)$ gives
\begin{equation}
N_q=\frac1y-\frac12+\frac y{12}-\dots
\label{bose}
\end{equation}
The quantity closest to its equipartition value is therefore $N_q+\tfrac12$, whose relative correction is $y^2/12$. The sum of absorption and emission contains $2N_q+1\approx2k_BT/(\hbar v_sq)$.

The change of wavevector along $\mathbf k$ is $qc=-q^2/2k+qk_s/k$ in absorption and $-qc=-q^2/2k-qk_s/k$ in emission. The terms in $k_s$ have opposite signs and drop out at leading order. Both processes then remove the fraction $q^2/2k^2$ of the initial wavevector, and
\begin{equation}
\frac1{\tau_m}=A\int_0^{2k}C^2q^2\,\frac{2k_BT}{\hbar v_sq}\,\frac{q^2}{2k^2}\,dq
=\frac{Ak_BT}{\hbar v_sk^2}\,J,\qquad J(k)=\int_0^{2k}C^2q^3dq .
\label{taum}
\end{equation}
For deformation coupling $J=4\Xi^2k^4$, and for piezoelectric coupling $J=2F^2k^2$. Inserting $A$,
\begin{equation}
\frac1{\tau_m}=\frac{\Xi^2mk_BT\,k}{\pi\hbar^3\rho v_s^2}\ \text{(deformation)},\qquad
\frac1{\tau_m}=\frac{F^2mk_BT}{2\pi\hbar^3\rho v_s^2\,k}\ \text{(piezoelectric)}.
\label{two}
\end{equation}
For deformation coupling the total collision rate, obtained without the factor $q^2/2k^2$, has the same value. For piezoelectric coupling it contains $\int dq/q$ and diverges at small $q$. Those collisions hardly deflect the electron, and the momentum rate is finite.

\section{Energy exchange}

Each absorption adds $\hbar v_sq$ and each emission removes it. From Eq.~(\ref{rate}),
\begin{align}
\frac{dE}{dt}&=A\hbar v_s\left[\int_0^{2(k+k_s)}C^2q^3N_q\,dq-\int_0^{2(k-k_s)}C^2q^3(N_q+1)\,dq\right]\nonumber\\
&=A\hbar v_s\left[\int_{2(k-k_s)}^{2(k+k_s)}C^2q^3N_q\,dq-\int_0^{2(k-k_s)}C^2q^3\,dq\right].
\label{power}
\end{align}
The first integral is the extra range of $q$ open to absorption, and it heats the electron. The second is spontaneous emission, and it cools.

The strip in the first integral has width $4k_s$ and is centred at $q=2k$, where $N_q\approx k_BT/(2\hbar v_sk)$. Its leading value is
\begin{equation}
C(2k)^2(2k)^3\,4k_s\,\frac{k_BT}{2\hbar v_sk}=\frac{16mk_BT\,k^2C(2k)^2}{\hbar^2},
\end{equation}
and the second integral is $J$ at leading order. Hence
\begin{equation}
\frac{dE}{dt}=A\hbar v_s\left[\frac{16mk_BT\,k^2C(2k)^2}{\hbar^2}-J\right].
\label{drift}
\end{equation}

The corrections of relative order $\sqrt s$ cancel. The term $-\tfrac12$ of Eq.~(\ref{bose}) changes the strip by $-\tfrac12C(2k)^2(2k)^34k_s=-16C(2k)^2k^3k_s$. Lowering the upper limit of the second integral by $2k_s$ reduces that integral by $C(2k)^2(2k)^32k_s=16C(2k)^2k^3k_s$, which adds the same amount to the bracket. The slope of the integrand across the strip gives nothing, since the strip is symmetric about $2k$. The error is then of relative order $s$, except near the energy at which the two leading terms balance.

To use Eq.~(\ref{drift}), eliminate $A$ with Eq.~(\ref{taum}): $A\hbar v_s=\hbar^2v_s^2k^2/(k_BTJ\tau_m)$. The ratio of the first term in the bracket to $J$ is $4mk_BT/\hbar^2k^2$ for deformation coupling and $2mk_BT/\hbar^2k^2$ for piezoelectric coupling. With $\hbar^2k^2=2mE$,
\begin{equation}
\frac{dE}{dt}=-\frac{2mv_s^2}{k_BT}\,\frac{E-\beta k_BT}{\tau_m(E)},\qquad
\beta=\begin{cases}2&\text{deformation}\\1&\text{piezoelectric.}\end{cases}
\label{single}
\end{equation}
The factor $2s$ makes energy relaxation slow. The balance energy $\beta k_BT$ differs from the mean energy $\tfrac32k_BT$ because the scattering rate depends on energy. Equilibrium is still stationary: for deformation coupling, with $x=E/k_BT$, the average of $dE/dt$ is proportional to $\int_0^\infty x(2-x)e^{-x}dx=2-2=0$.

\section{The ratio of the two times}

The random walk supplies a form valid for any isotropic $C(q)$. Let $B$ be the rate at which the mean squared energy change grows. Since $(\hbar v_sq)^2=2\hbar^2v_s^2k^2\,(q^2/2k^2)$, Eq.~(\ref{taum}) gives
\begin{equation}
B=\frac{2\hbar^2v_s^2k^2}{\tau_m}=\frac{4mv_s^2E}{\tau_m}=2Ak_BT\hbar v_sJ .
\label{B}
\end{equation}
The product $gA$ does not depend on $k$, because $g\propto k$ and $A\propto1/k$. Also $dJ/dk=2C(2k)^2(2k)^3=16k^3C(2k)^2$ and $dE/dk=\hbar^2k/m$. Therefore
\begin{equation}
\frac{1}{2gf_0}\frac{d(gf_0B)}{dE}=Ak_BT\hbar v_s\left[\frac{16mk^2C(2k)^2}{\hbar^2}-\frac{J}{k_BT}\right],
\end{equation}
which is the right-hand side of Eq.~(\ref{drift}). Drift and diffusion in energy are thus tied together.

Now average the drift over a Maxwellian $f_e\propto e^{-E/k_BT_e}$ and integrate by parts. The boundary term $gf_eB$ vanishes at both ends, and $d(f_e/f_0)/dE=(1/k_BT-1/k_BT_e)f_e/f_0$, so
\begin{equation}
\left\langle\frac{dE}{dt}\right\rangle_{T_e}
=-\frac12\langle B\rangle_{T_e}\left(\frac1{k_BT}-\frac1{k_BT_e}\right)
=-2mv_s^2\left\langle\frac E{\tau_m}\right\rangle_{T_e}\frac{T_e-T}{k_BT\,T_e}.
\end{equation}
For $T_e\to T$, comparison with Eq.~(\ref{taue}) yields
\begin{equation}
\frac1{\tau_E}=\frac{4mv_s^2}{3(k_BT)^2}\left\langle\frac E{\tau_m}\right\rangle .
\label{tauE2}
\end{equation}
Dividing $\tau_E$ by $\tau_\mu$ from Eq.~(\ref{taumu}),
\begin{equation}
\frac{\tau_E}{\tau_\mu}=\frac{k_BT}{mv_s^2}\;\frac{9(k_BT)^2}{8\,\langle E/\tau_m\rangle\langle E\tau_m\rangle}.
\label{ratio}
\end{equation}

Write $\tau_0=\tau_m(k_BT)$. For deformation coupling $\tau_m=\tau_0x^{-1/2}$. The averages $\langle x^n\rangle=\Gamma(n+\tfrac32)/\Gamma(\tfrac32)$ are $\langle x^{3/2}\rangle=4/\sqrt\pi$ and $\langle x^{1/2}\rangle=2/\sqrt\pi$, with product $8/\pi$. For piezoelectric coupling $\tau_m=\tau_0x^{1/2}$, which exchanges the two averages. In both cases
\begin{equation}
\frac{\tau_E}{\tau_\mu}=\frac{9\pi}{64}\,\frac{k_BT}{mv_s^2}\approx0.44\,\frac{k_BT}{mv_s^2}.
\label{main}
\end{equation}

For other couplings the Cauchy--Schwarz inequality, $\langle E/\tau_m\rangle\langle E\tau_m\rangle\ge\langle E\rangle^2=\tfrac94(k_BT)^2$, shows that the prefactor cannot exceed $\tfrac12$. It reaches $\tfrac12$ when $\tau_m$ is independent of energy.

\section{Numbers and comparison}

Take the round model parameters $m=0.30\,m_e$, $v_s=5000$~m/s, $\rho=5000$~kg/m$^3$, $\Xi=8$~eV, $F=10^9$~eV/m and $T=50$~K. Then $k_BT=4.309$~meV and $mv_s^2=0.0426$~meV, so $1/s=101$.

An electron with $E=k_BT$ has $k=1.84\times10^8$~m$^{-1}$ and moves 14 times faster than sound. Equation~(\ref{wmax}) gives a backscattering phonon of $0.281\,k_BT$, or 1.21~meV. Its occupation is $N_q=3.08$, while equipartition gives $1/0.2814=3.55$. The difference is mostly the $\tfrac12$: $N_q+\tfrac12=3.58$. For deformation coupling the root-mean-square energy change per collision is $\sqrt{B\tau_m}=2\sqrt{0.0426\times4.309}=0.86$~meV.

Equation~(\ref{two}) gives $\tau_0=8.07$~ps for deformation coupling. The piezoelectric value is larger by $2(\Xi k/F)^2=2(1.47)^2\approx4.3$, which makes it 35.0~ps. For deformation coupling Eqs.~(\ref{taumu}) and~(\ref{tauE2}) become
\begin{align}
\tau_\mu&=\frac{4}{3\sqrt\pi}\,\tau_0=0.752\times8.07\ \text{ps}=6.07\ \text{ps},\\
\tau_E&=\frac{3\sqrt\pi}{16\,s}\,\tau_0=0.332\times101\times8.07\ \text{ps}\approx271\ \text{ps}.
\end{align}
The ratio is $0.4418\times101=44.6$. For piezoelectric coupling the corresponding times are 52.7~ps and 2350~ps.

These values can be compared with integrals that keep the Bose occupation and the full kinematic limits. The integrals over $q$ and over the Maxwellian were evaluated by Gauss--Legendre quadrature. The cooling rate came from a symmetric difference at $T_e=T(1\pm10^{-3})$, and $\tau_m$ was taken as the inverse of the full momentum-loss rate. This choice keeps the elastic form of $f_1$ and ignores the coupling between neighbouring energies in the inelastic Boltzmann equation, so the tabulated $\tau_\mu$ and the last column test the limit but do not give the complete correction of order $s$. The few electrons slower than $2v_s$ were left out of $\tau_\mu$.

\begin{center}
\begin{tabular}{lccc}
Coupling & $\tau_\mu$ (ps) & $\tau_E$ (ps) & $s\,\tau_E/\tau_\mu$\\
deformation & 6.14 & 274 & 0.442\\
piezoelectric & 52.8 & 2372 & 0.444\\
both & 5.19 & 246 & 0.469
\end{tabular}
\end{center}

In the last row the squared couplings add, $C^2=\Xi^2+F^2/q^2$, because the two potentials are a quarter period out of phase: one follows the strain and the other the displacement. The larger prefactor has a simple origin. A sum of rates proportional to $x^{1/2}$ and $x^{-1/2}$ has a logarithmic slope between $-\tfrac12$ and $\tfrac12$, so $\tau_m$ varies less with energy than for either coupling alone. The product of averages in Eq.~(\ref{ratio}) is a double average of $EE'\cosh\ln[\tau_m(E)/\tau_m(E')]$, which this weaker variation reduces. The prefactor for the two together therefore lies between $9\pi/64$ and $\tfrac12$.

\section{Where the result fails}

The same integrals for deformation coupling, divided by the limiting formulas~(\ref{two}) and~(\ref{tauE2}), show the approach to the limit:

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $k_BT/mv_s^2$ & $1/\tau_m$ at $E=k_BT$ & $1/\tau_E$\\
500 & 1010 & 0.998 & 0.999\\
50 & 101 & 0.985 & 0.989\\
5 & 10.1 & 0.85 & 0.89\\
0.5 & 1.01 & 0.15 & 0.37
\end{tabular}
\end{center}

From 500 to 5~K the deviation from unity grows by about a factor of ten for each tenfold drop in temperature, as a correction of order $s$ should. At 0.5~K the temperature is close to $mv_s^2/k_B=0.49$~K and the limit has lost its meaning. An electron with $E=k_BT$ then has $k/k_s=\sqrt{2/s}=1.42$, so emission is confined to $q\le2(k-k_s)$, about 30\% of the elastic range $2k$. The phonon energy at $q=2k$ is $2.8\,k_BT$, so equipartition fails as well.

A small $s$ does not protect every electron. By Eq.~(\ref{wmax}), equipartition for all phonons involved requires $8sE/k_BT\ll1$, which fails far out in the energy tail. Electrons slower than sound cannot emit at all, but for $s\ll1$ they are a fraction of order $s^{3/2}$ of a Maxwellian.

Other conditions lie in the model. The band is isotropic. In an ellipsoidal valley with masses $m_l$ and $m_t$ and an isotropic $\Xi$, the mean $q^2$ of an elastic collision is $4E(m_l+2m_t)/3\hbar^2$, so the mass in $mv_s^2$ becomes the arithmetic mean $(m_l+2m_t)/3$, which is larger than the density-of-states or conductivity mass. Shear deformation potentials and transverse phonons, which matter in such valleys and in piezoelectric crystals, are not included. In a degenerate gas the Boltzmann averages used here do not apply. Without electron--electron collisions to maintain a Maxwellian, the decay need not follow a single $\tau_E$. Equation~(\ref{main}) also needs those collisions to be slow compared with $\tau_m$, so their time must lie between $\tau_m$ and $\tau_E$. If they are much faster than $\tau_m$, the electrons form a Maxwellian drifting at velocity $u$, with $f_1=muv_zf_0/k_BT$. The momentum loss per electron is then $mu\cdot2\langle E/\tau_m\rangle/3k_BT$, so $1/\tau_\mu=\langle E/\tau_m\rangle/\langle E\rangle$, and Eq.~(\ref{tauE2}) gives the prefactor $\tfrac12$ instead of $9\pi/64$. Optical phonons are absent from the model. One collision with them can exchange an energy far above $k_BT$. Because acoustic cooling is slow, they can take over the energy loss while their thermal occupation is still far below one, and the acoustic $\tau_E$ then no longer sets the cooling rate. Impurities are absent too. They scatter almost elastically, which shortens $\tau_\mu$ but takes up hardly any energy, so where they contribute to the mobility the ratio is larger than Eq.~(\ref{main}). Under the conditions above, the estimate therefore applies when longitudinal acoustic phonons dominate both the momentum and the energy loss, at temperatures well above $mv_s^2/k_B$.

Numbers in the example were calculated in double precision.
